# A Hermitian, second-order grid scheme for quantum wells with variable mass: verification in Python

```python
# Result under test: the variable-mass Hamiltonian
#   H = -(hbar^2/2) d/dz (1/m) d/dz + V
# discretised with 1/m at half-grid points is a symmetric matrix, and its
# levels converge as h^2 when interfaces lie on nodes AND the potential at
# an interface node is the mean of its two side values.
# Symbols: h grid step (nm), a half-width of well, L half-width of box,
# m_w, m_b masses in well and barrier (free-electron masses), V_b barrier (eV),
# HB = hbar^2/m0 in eV nm^2. Parity 0 = even state, 1 = odd state.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HB = sc.hbar**2 / sc.m_e / sc.e * 1e18
m_w, m_b, V_b = 0.067, 0.092, 0.24
a, L = 4.5, 18.0
gap_w, gap_b = 1.42, 1.80          # rough band gaps at 300 K, eV


def matching(E, parity, a, L, V, h=0.0, nonparabolic=False):
    """Zero at a level; h=0 continuum, h>0 exact condition on the grid."""
    mw, mb = m_w, m_b
    if nonparabolic:
        mw = m_w * (1 + E / gap_w)
        mb = m_b * (1 + (E - V) / gap_b)
    k = np.sqrt(2 * mw * E / HB)
    kap = np.sqrt(2 * mb * (V - E) / HB)
    slope_k, slope_kap = k, kap
    if h > 0:
        k = 2 * np.arcsin(k * h / 2) / h
        kap = 2 * np.arcsinh(kap * h / 2) / h
        slope_k, slope_kap = np.sin(k * h) / h, np.sinh(kap * h) / h
    th = np.tanh(kap * (L - a))
    if parity == 0:
        return slope_k / mw * np.sin(k*a) * th - slope_kap / mb * np.cos(k*a)
    return slope_k / mw * np.cos(k*a) * th + slope_kap / mb * np.sin(k*a)


def level(parity, a=a, L=L, V=V_b, h=0.0, nonparabolic=False):
    E_half = HB * (np.pi / 2 / a)**2 / (2 * m_w)
    lo, hi = (1e-9, E_half) if parity == 0 else (E_half, 0.999 * V)
    return brentq(matching, lo, hi, args=(parity, a, L, V, h, nonparabolic),
                  xtol=1e-15, rtol=1e-14)


def profile(h, M, rule="average"):
    """Potential at nodes and mass at half points for walls at +-M h."""
    nodes = h * np.arange(-M + 1, M)
    mids = h * (np.arange(-M, M) + 0.5)
    if rule == "average":
        def inside(c):
            width = np.minimum(c + h/2, a) - np.maximum(c - h/2, -a)
            return np.clip(width, 0, h) / h
    else:
        def inside(c):
            return (np.abs(c) < a).astype(float)
    return nodes, V_b * (1 - inside(nodes)), m_b + (m_w - m_b) * inside(mids)


def tridiagonal(h, V, mass):
    t, w = HB / (2 * h**2), 1 / mass
    return t * (w[:-1] + w[1:]) + V, -t * w[1:-1]


def grid_levels(h, V, mass, count=2):
    d, o = tridiagonal(h, V, mass)
    return eigh_tridiagonal(d, o, eigvals_only=True, select="i",
                            select_range=(0, count - 1))


def apply_stencil(h, V, w, psi):
    flux = w * np.diff(np.concatenate(([0], psi, [0]))) / h
    return -HB / 2 * np.diff(flux) / h + V * psi


# --- Hermiticity, from the stencil acting on vectors -----------------------
rng = np.random.default_rng(3)
n = 40
w_rand, V_rand = rng.uniform(5, 20, n + 1), rng.normal(size=n)
u = rng.normal(size=n) + 1j * rng.normal(size=n)
v = rng.normal(size=n) + 1j * rng.normal(size=n)
left = np.vdot(u, apply_stencil(0.25, V_rand, w_rand, v))
right = np.vdot(apply_stencil(0.25, V_rand, w_rand, u), v)
herm_defect = abs(left - right) / abs(left)
assert herm_defect < 1e-11
kin = np.vdot(u, apply_stencil(0.25, 0 * V_rand, w_rand, u))
jumps = np.diff(np.concatenate(([0], u, [0])))
form = HB / (2 * 0.25**2) * np.sum(w_rand * np.abs(jumps)**2)
assert abs(kin - form) < 1e-11 * form

h0, M0 = 0.25, 72
z0, V0, mass0 = profile(h0, M0)
d0, o0 = tridiagonal(h0, V0, mass0)
dense = np.diag(d0) + np.diag(o0, 1) + np.diag(o0, -1)
columns = np.array([apply_stencil(h0, V0, 1 / mass0, e)
                    for e in np.eye(len(z0))]).T
assert np.allclose(columns, dense, atol=1e-11)
assert np.allclose(columns, columns.T, atol=1e-11)
# product-rule form w psi'' + w' psi' with central differences
w_node = 0.5 * (1 / mass0[:-1] + 1 / mass0[1:])
dw = np.zeros_like(w_node)
dw[1:-1] = (w_node[2:] - w_node[:-2]) / 4
t0 = HB / (2 * h0**2)
naive = (np.diag(2 * t0 * w_node + V0) - t0 * np.diag((w_node + dw)[:-1], 1)
         - t0 * np.diag((w_node - dw)[1:], -1))
naive_defect = np.max(np.abs(naive - naive.T))
assert naive_defect > 0.1

# --- convergence on aligned grids ------------------------------------------
steps = np.array([0.5, 0.25, 0.125, 0.0625])
exact = np.array([level(0), level(1)])
E_grid = []
for h in steps:
    _, V, mass = profile(h, int(round(L / h)))
    E_grid.append(grid_levels(h, V, mass))
E_grid = np.array(E_grid)
err = E_grid - exact
for i, h in enumerate(steps):
    for p in (0, 1):
        assert abs(E_grid[i, p] - level(p, h=h)) < 1e-11
orders = np.log2(err[:-1] / err[1:])
assert np.all(np.abs(orders[-1] - 2) < 0.02)
rich_err = (4 * E_grid[1:] - E_grid[:-1]) / 3 - exact
rich_order = np.log2(np.abs(rich_err[0] / rich_err[1]))
assert np.all(np.abs(rich_order - 4) < 0.4)


def state_data(p):
    """Edge density, barrier probability, predicted coefficient of h^2."""
    E = exact[p]
    k = np.sqrt(2 * m_w * E / HB)
    kap = np.sqrt(2 * m_b * (V_b - E) / HB)
    f = np.cos if p == 0 else np.sin
    edge, depth = f(k * a), L - a
    well = quad(lambda z: f(k * z)**2, 0, a)[0]
    barr = quad(lambda z: (edge * np.sinh(kap * (L - z))
                           / np.sinh(kap * depth))**2, a, L)[0]
    norm = 2 * (well + barr)
    der_w = -k * np.sin(k * a) if p == 0 else k * np.cos(k * a)
    der_b = -kap * edge / np.tanh(kap * depth)
    bulk = -2 * (m_w * E**2 * well + m_b * (E - V_b)**2 * barr) / (6*HB*norm)
    jump = 2 * edge * ((E - V_b) * der_b - E * der_w) / (6 * norm)
    return edge**2 / norm, 2 * barr / norm, bulk, jump


data = np.array([state_data(0), state_data(1)])
C_pred = data[:, 2] + data[:, 3]
scaled = err / steps[:, None]**2
C_num = (4 * scaled[-1] - scaled[-2]) / 3
assert np.allclose(C_num, C_pred, rtol=2e-3)

# --- lower bound that excludes spurious levels -----------------------------
count = 30
many = [grid_levels(h, *profile(h, int(round(L / h)))[1:], count)
        for h in (0.5, 0.125, 0.0625)]
reference = (4 * many[2] - many[1]) / 3
bound = reference / (1 + m_b * reference * 0.5**2 / (3 * HB))
assert np.all(many[0] >= bound)
n_below = int(np.sum(many[0] < reference))
assert n_below > 5                   # the bound is put to a real test

# --- two ways to lose second order, ground state ---------------------------
def linear_part(h_pair, e_pair):
    s = np.array(e_pair) / np.array(h_pair)
    return (s[1] * h_pair[0] - s[0] * h_pair[1]) / (h_pair[0] - h_pair[1])


hs, es = [], []
for h in (0.0625, 0.03125):
    nodes, V, mass = profile(h, int(round(L / h)))
    V = np.where(np.abs(np.abs(nodes) - a) < 1e-6 * h, V_b, V)
    hs.append(h)
    es.append(grid_levels(h, V, mass)[0] - exact[0])
one_sided_err = es[0]
one_sided = linear_part(hs, es)
one_sided_pred = V_b * data[0, 0]
assert abs(one_sided / one_sided_pred - 1) < 0.01

theta = 0.25
dE_da = (level(0, a=a + 1e-3) - level(0, a=a - 1e-3)) / 2e-3
off_grid = {}
for rule in ("sample", "average"):
    hs, es = [], []
    for n_well in (72, 144):
        h = a / (n_well + theta)
        M = int(round(L / h))
        _, V, mass = profile(h, M, rule)
        hs.append(h)
        es.append(grid_levels(h, V, mass)[0] - level(0, L=M * h))
    off_grid[rule] = linear_part(hs, es)
sample_pred = -theta * dE_da - V_b * data[0, 0]
assert abs(off_grid["sample"] / sample_pred - 1) < 0.01
assert abs(off_grid["average"]) < 0.01 * abs(off_grid["sample"])

# --- sizes of neglected effects --------------------------------------------
nonpar = np.array([level(p, nonparabolic=True) for p in (0, 1)]) - exact
monolayer = 0.283
width_shift = level(0, a=a + monolayer / 2) - exact[0]
kT = sc.k * 300 / sc.e
barrier_drop = kT * (1 - m_w / m_b)
inplane = level(0, V=V_b - barrier_drop) - exact[0]
assert abs(inplane / (-barrier_drop * data[0, 1]) - 1) < 0.1
field_MV_cm = 0.05
eF = field_MV_cm * 0.1               # eV per nm
z, V, mass = profile(0.125, 144)
stark = grid_levels(0.125, V + eF * z, mass)[0] - grid_levels(0.125, V, mass)[0]
phi = V_b - eF * a - (exact[0] + stark)
tunnel = 4 / 3 * np.sqrt(2 * m_b / HB) * phi**1.5 / eF
kap_exit = lambda x: 2 * np.sqrt(2 * m_b * max(phi - eF * x, 0) / HB)
assert abs(quad(kap_exit, 0, phi / eF)[0] / tunnel - 1) < 1e-5
sheet_cm2, eps_r = 1e11, 12.9
bending = sc.e * sheet_cm2 * 1e4 * 2 * a * 1e-9 / (8 * sc.epsilon_0 * eps_r)
wall = exact - np.array([level(p, L=40.0) for p in (0, 1)])

# --- printed numbers -------------------------------------------------------
print(f"hbar^2/m0 = {HB:.6f} eV nm^2")
print(f"masses well, barrier = {m_w}, {m_b} m0; barrier = {V_b} eV")
print(f"well width = {2*a} nm; walls at +-{L} nm")
print(f"relative Hermiticity defect, random masses = {herm_defect:.1e}")
print(f"product-rule matrix, max |A-A^T| at h=0.25 nm = {naive_defect:.3f} eV")
j = int(np.argmin(np.abs(z0 - a)))
print(f"h=0.25 nm off-diagonal, well = {o0[j-1]:.4f} eV")
print(f"h=0.25 nm off-diagonal, barrier = {o0[j]:.4f} eV")
print(f"h=0.25 nm diagonal, last well node = {d0[j-1]:.4f} eV")
print(f"h=0.25 nm diagonal, interface node = {d0[j]:.4f} eV")
print(f"h=0.25 nm diagonal, first barrier node = {d0[j+1]:.4f} eV")
print(f"matching-equation levels E1, E2 = {exact[0]*1e3:.6f}, "
      f"{exact[1]*1e3:.6f} meV")
for i, h in enumerate(steps):
    print(f"h={h} nm: E1, E2 = {E_grid[i,0]*1e3:.6f}, "
          f"{E_grid[i,1]*1e3:.6f} meV")
    print(f"  errors = {err[i,0]*1e3:.6f}, {err[i,1]*1e3:.6f} meV")
for i in range(3):
    print(f"order {steps[i]} -> {steps[i+1]} nm: E1 {orders[i,0]:.4f}, "
          f"E2 {orders[i,1]:.4f}")
for p in (0, 1):
    print(f"E{p+1}: edge density = {data[p,0]:.5f} /nm, "
          f"barrier probability = {data[p,1]:.4f}")
    print(f"  C layer part, interface part = {data[p,2]*1e3:.4f}, "
          f"{data[p,3]*1e3:.4f} meV/nm^2")
    print(f"  C formula, C from matrix = {C_pred[p]*1e3:.5f}, "
          f"{C_num[p]*1e3:.5f} meV/nm^2")
for i in range(2):
    print(f"Richardson error ({steps[i]},{steps[i+1]} nm) E1, E2 = "
          f"{rich_err[i,0]*1e3:.2e}, {rich_err[i,1]*1e3:.2e} meV")
print(f"Richardson orders E1, E2 = {rich_order[0]:.3f}, {rich_order[1]:.3f}")
print(f"levels below reference at h=0.5 nm = {n_below} of {count}; "
      f"min E_h/bound = {np.min(many[0]/bound):.5f}")
print(f"barrier value at interface nodes, E1 error at h=0.0625 nm = "
      f"{one_sided_err*1e3:.4f} meV")
print(f"  slope matrix, predicted = {one_sided*1e3:.4f}, "
      f"{one_sided_pred*1e3:.4f} meV/nm")
print(f"dE1/da = {dE_da*1e3:.4f} meV/nm; off-grid fraction = {theta}")
print(f"  sampled slope matrix, predicted = {off_grid['sample']*1e3:.4f}, "
      f"{sample_pred*1e3:.4f} meV/nm")
print(f"  averaged rule, slope = {off_grid['average']*1e3:.1e} meV/nm")
print(f"rough gaps well, barrier = {gap_w}, {gap_b} eV")
print(f"nonparabolic shift E1, E2 = {nonpar[0]*1e3:.2f}, "
      f"{nonpar[1]*1e3:.2f} meV")
print(f"well wider by {monolayer} nm: E1 shift = {width_shift*1e3:.2f} meV")
print(f"kT at 300 K = {kT*1e3:.2f} meV; E2-E1 = "
      f"{(exact[1]-exact[0])*1e3:.2f} meV")
print(f"in-plane energy kT: extra E1 shift = {inplane*1e3:.2f} meV")
print(f"field {field_MV_cm} MV/cm: E1 shift = {stark*1e3:.2f} meV")
print(f"  exit barrier = {phi*1e3:.1f} meV; tunnelling exponent = {tunnel:.1f}")
print(f"sheet density {sheet_cm2:.0e} /cm2, eps_r {eps_r}: "
      f"bending = {bending*1e3:.2f} meV")
print(f"outer-wall shift E1, E2 = {wall[0]*1e3:.1e}, {wall[1]*1e3:.1e} meV")
print("success")
```

Output:

```
hbar^2/m0 = 0.076200 eV nm^2
masses well, barrier = 0.067, 0.092 m0; barrier = 0.24 eV
well width = 9.0 nm; walls at +-18.0 nm
relative Hermiticity defect, random masses = 1.0e-15
product-rule matrix, max |A-A^T| at h=0.25 nm = 0.309 eV
h=0.25 nm off-diagonal, well = -9.0985 eV
h=0.25 nm off-diagonal, barrier = -6.6261 eV
h=0.25 nm diagonal, last well node = 18.1969 eV
h=0.25 nm diagonal, interface node = 15.8445 eV
h=0.25 nm diagonal, first barrier node = 13.4921 eV
matching-equation levels E1, E2 = 35.154407, 136.923656 meV
h=0.5 nm: E1, E2 = 35.421683, 137.067485 meV
  errors = 0.267276, 0.143829 meV
h=0.25 nm: E1, E2 = 35.222123, 136.960159 meV
  errors = 0.067717, 0.036503 meV
h=0.125 nm: E1, E2 = 35.171393, 136.932816 meV
  errors = 0.016986, 0.009160 meV
h=0.0625 nm: E1, E2 = 35.158657, 136.925948 meV
  errors = 0.004250, 0.002292 meV
order 0.5 -> 0.25 nm: E1 1.9807, E2 1.9783
order 0.25 -> 0.125 nm: E1 1.9951, E2 1.9946
order 0.125 -> 0.0625 nm: E1 1.9988, E2 1.9986
E1: edge density = 0.03003 /nm, barrier probability = 0.0427
  C layer part, interface part = -0.5339, 1.6222 meV/nm^2
  C formula, C from matrix = 1.08835, 1.08835 meV/nm^2
E2: edge density = 0.09542 /nm, barrier probability = 0.1912
  C layer part, interface part = -2.6309, 3.2179 meV/nm^2
  C formula, C from matrix = 0.58699, 0.58699 meV/nm^2
Richardson error (0.5,0.25 nm) E1, E2 = 1.20e-03, 7.28e-04 meV
Richardson error (0.25,0.125 nm) E1, E2 = 7.62e-05, 4.59e-05 meV
Richardson orders E1, E2 = 3.973, 3.988
levels below reference at h=0.5 nm = 28 of 30; min E_h/bound = 1.01117
barrier value at interface nodes, E1 error at h=0.0625 nm = 0.4492 meV
  slope matrix, predicted = 7.2070, 7.2065 meV/nm
dE1/da = -11.0701 meV/nm; off-grid fraction = 0.25
  sampled slope matrix, predicted = -4.4394, -4.4390 meV/nm
  averaged rule, slope = -5.5e-04 meV/nm
rough gaps well, barrier = 1.42, 1.8 eV
nonparabolic shift E1, E2 = 0.62, -5.05 meV
well wider by 0.283 nm: E1 shift = -1.52 meV
kT at 300 K = 25.85 meV; E2-E1 = 101.77 meV
in-plane energy kT: extra E1 shift = -0.30 meV
field 0.05 MV/cm: E1 shift = -1.33 meV
  exit barrier = 183.7 meV; tunnelling exponent = 32.6
sheet density 1e+11 /cm2, eps_r 12.9: bending = 1.58 meV
outer-wall shift E1, E2 = 2.0e-07, 1.1e-04 meV
success
```
